# How degenerate electron filling limits the equilibrium density of donors

## The form fixed by dimensions

A cold parabolic band has no energy scale of its own. From its mass $m$, Planck's constant and an energy $E$, a density can be formed in one way: $(mE/\hbar^2)^{3/2}$ times a number. If a dopant reservoir raises its chemical potential by $E$, and that energy is spent on lifting electrons to the Fermi level, the donor density must grow as $E^{3/2}$. For a reservoir of activity $a$ at temperature $T$ the chemical potential is a constant plus $k_BT\ln a$. Hence the expected law is

$$N\propto\left[\frac{m k_BT}{\hbar^2}\ln\frac{a}{a_*}\right]^{3/2}.$$

Dimensions alone leave the numerical factor and the reference activity $a_*$ open. The reference matters: at $a=1$ the logarithm of $a$ itself vanishes, while the donor density does not.

The algebra below uses atomic units, with $\tau=k_BT$. The crystal is uniform and neutral, and has $S$ possible donor sites per unit volume. Each donor is singly ionized and gives one electron to a spin-degenerate band with energy $k^2/(2m)$ above its edge. Let $h$ be the free energy of one ionized donor plus one electron at the band edge, relative to the reservoir at $a=1$, without the entropy of distributing donors over sites. It is taken as independent of $N$.

A fixed donor chemical potential determines one equilibrium density. The law compares equilibria at different fixed values of that potential, with $T$, $h$ and the band held constant.

## First derivation: minimum of the free energy

Per unit volume, the free energy of the crystal in contact with the reservoir is

$$\omega(N)=N(h-\tau\ln a)+\tau\left[N\ln\frac NS+(S-N)\ln\left(1-\frac NS\right)\right]+f_e(N).$$

The bracket is minus the ideal mixing entropy, and $f_e$ is the electron free energy measured from the band edge. Differentiating the bracket gives $\ln(N/S)+1-\ln(1-N/S)-1$, so the two ones cancel. With $\mu_e=df_e/dN$, the condition $\omega'(N)=0$ is

$$\tau\ln\frac{N}{S-N}+h+\mu_e(N)=\tau\ln a.$$

For dilute donors, $N\ll S$, this becomes

$$\tau\ln\frac NS+h+\mu_e(N)=\tau\ln a. \qquad (1)$$

The left side rises with $N$ whenever $\mu_e$ does, so the solution is a single minimum.

For cold electrons, $\mu_e$ is the Fermi energy. The filled sphere contains

$$N=2\,\frac{4\pi k_F^3/3}{(2\pi)^3}=\frac{k_F^3}{3\pi^2},\qquad
\varepsilon_F=\frac{(3\pi^2N)^{2/3}}{2m}.$$

Let $u=2\varepsilon_F/(3\tau)$. Then $k_F^2=2m\varepsilon_F=3m\tau u$, and

$$N=n_*u^{3/2},\qquad n_*=\frac{(3m\tau)^{3/2}}{3\pi^2}.$$

Divide (1) by $\tau$ and insert $\varepsilon_F/\tau=3u/2$:

$$\ln\frac{n_*}{S}+\frac32\ln u+\frac h\tau+\frac32u=\ln a.$$

Collecting the constants in

$$a_*=\frac{n_*}{S}e^{h/\tau}$$

leaves $\tfrac32(u+\ln u)=\ln(a/a_*)$. Multiplying by $2/3$ and exponentiating gives $ue^u=(a/a_*)^{2/3}$. The positive solution is the principal Lambert function $W$, defined by $We^W=z$:

$$\boxed{N=\frac{(3m\tau W)^{3/2}}{3\pi^2},\qquad W=W_0\!\left[(a/a_*)^{2/3}\right].} \qquad (2)$$

### Where the three-halves power appears

Write $s=\tfrac23\ln(a/a_*)$, so that $W+\ln W=s$. The left side increases with $W$ and equals 1 at $W=1$. Thus $s\ge1$ implies $W\ge1$ and $\ln W\ge0$, hence $W\le s$. Then $\ln W\le\ln s$, and

$$s-\ln s\le W\le s.$$

Since $\ln s/s\to0$ for large $s$, $W/s\to1$. Replacing $W$ by $s$ in (2) gives the leading law

$$N\simeq\frac{[2m\tau\ln(a/a_*)]^{3/2}}{3\pi^2}. \qquad (3)$$

The approach is slow. Within the formal model, the ratio of (2) to (3) is 0.66 for $\ln(a/a_*)=10$, 0.91 for 100 and 0.985 for 1000.

For given material parameters the limit cannot be followed without end, because $N/S=(n_*/S)W^{3/2}$ must remain small. Degenerate filling and dilute donors therefore require

$$1\ll W\ll(S/n_*)^{2/3}.$$

Precipitation of a second phase may end the range earlier.

## Second derivation: counting donors in a box

The same result follows without a free-energy density. Take a periodic box of volume $\Omega$ with $M=S\Omega$ sites. Order its one-electron levels as $\varepsilon_1\le\varepsilon_2\le\dots$, listing each orbital twice for spin. For $j$ donors, let the electrons occupy the lowest $j$ levels. The statistical weight of donor number $j$ is

$$w_j=\binom Mj\left(ae^{-h/\tau}\right)^j\exp\left(-\frac1\tau\sum_{i=1}^j\varepsilon_i\right).$$

The binomial coefficient counts site arrangements, the second factor is the exchange with the reservoir, and the last is the cost of filling the band. Adding one donor changes the weight by

$$\frac{w_{j+1}}{w_j}=\frac{M-j}{j+1}\,a e^{-h/\tau}e^{-\varepsilon_{j+1}/\tau}.$$

The first factor falls with $j$ and the last does not rise, so the weight has one peak, where this ratio passes through 1. For $1\ll j\ll M$, the peak obeys

$$\frac jM=a e^{-h/\tau}e^{-\varepsilon_j/\tau}.$$

The next donor must pay for the next empty electron level. That price is the filling limit.

In a large box the number of states with wavevector below $k$ is $2\Omega(4\pi k^3/3)/(2\pi)^3=\Omega k^3/(3\pi^2)$. Setting it equal to $j=N\Omega$ gives $\varepsilon_j/\tau=\beta N^{2/3}$, where $\beta=(3\pi^2)^{2/3}/(2m\tau)$. Therefore

$$N e^{\beta N^{2/3}}=S a e^{-h/\tau}.$$

Raise both sides to the power $2/3$ and multiply by $2\beta/3$:

$$\left(\tfrac{2\beta}{3}N^{2/3}\right)e^{(2\beta/3)N^{2/3}}=\tfrac{2\beta}{3}\left(Sae^{-h/\tau}\right)^{2/3}.$$

Because $3/(2\beta)=3m\tau/(3\pi^2)^{2/3}=n_*^{2/3}$, the right side is $(a/a_*)^{2/3}$. Hence $N^{2/3}=n_*^{2/3}W$, which is (2).

### Fluctuations and the response to activity

The weights also give the spread of the donor number. Near the peak, with $\varepsilon_j\propto j^{2/3}$,

$$\frac{d}{dj}\ln\frac{w_{j+1}}{w_j}\simeq-\frac1j-\frac1\tau\frac{d\varepsilon_j}{dj}
=-\frac1j\left(1+\frac{2\varepsilon_j}{3\tau}\right)=-\frac{1+W}{j}.$$

For a smooth level density, the peak is thus approximately Gaussian with variance $j/(1+W)$. This requires a peak that spans many degenerate level shells. For the example below, in cubic boxes with $10^4$ to $10^6$ donors, an average shell still holds about two to four times the standard deviation $\sqrt{j/(1+W)}$. Summing the weights for such boxes gives variances from about 0.2 to 3 times this value, depending on box size. The bulk limit is taken below. Since $a$ enters $w_j$ as $a^j$, differentiating the mean with respect to $\ln a$ gives the variance, $\langle j^2\rangle-\langle j\rangle^2$. It follows that

$$\frac{d\ln N}{d\ln a}=\frac1{1+W}. \qquad (4)$$

Filling makes the donor number both less responsive and less variable. Multiplying (4) by $\ln(a/a_*)=3s/2$ gives the local power of $N$ in that logarithm:

$$p=\frac{3s}{2(1+W)}=\frac32\,\frac{W+\ln W}{1+W}.$$

It tends to $3/2$ for large $W$, and lies above $3/2$ when $W>e$.

## What the two derivations assume

Both use ideal mixing, full ionization, a constant $h$, a parabolic band and one electron per donor, with no holes or other charged defects. The first also assumes a large system with a free-energy density. In return, $\mu_e$ in (1) can be replaced by that of warm or interacting electrons. The second needs the ground-state energy for each donor number, and yields the fluctuations directly. It becomes a bulk result when the levels are dense and the peak is narrow. As written, it omits the thermal entropy of the electrons.

That omission decides the opposite limit. For dilute electrons the Fermi function reduces to a Boltzmann factor, and

$$N=\int_0^\infty\frac{(2m)^{3/2}\sqrt E}{2\pi^2}e^{(\mu_e-E)/\tau}dE=N_ce^{\mu_e/\tau},\qquad N_c=2\left(\frac{m\tau}{2\pi}\right)^{3/2},$$

where $\int_0^\infty\sqrt E\,e^{-E/\tau}dE=\sqrt\pi\,\tau^{3/2}/2$. Putting $\mu_e=\tau\ln(N/N_c)$ in (1) gives

$$N=\sqrt{SN_c\,a\,e^{-h/\tau}}. \qquad (5)$$

The square root expresses mass action: one dissolved dopant makes two independent particles. It holds while holes are negligible. Once the electron density has fallen to the intrinsic one, $\mu_e$ stops falling and (1) gives $N\propto a$. In the example below, with a hole mass of $0.60\,m_e$ and the 1.5 eV gap, this change occurs near $a=10^{-16}$; a gap of 1.4 eV moves it to about $6\times10^{-16}$. The cold formula instead gives $N\simeq Sae^{-h/\tau}$ for $a\ll a_*$, which is wrong there because $\mu_e$ should lie far below the band edge.

On the degenerate side, the first thermal correction follows from the expansion of the Fermi integral for a density of states $g(E)\propto\sqrt E$:

$$N=\int_0^{\mu_e}g\,dE+\frac{\pi^2\tau^2}{6}g'(\mu_e).$$

At fixed $N$ this reads $\mu_e^{3/2}[1+\pi^2\tau^2/(8\mu_e^2)]=\varepsilon_F^{3/2}$, so $\mu_e\simeq\varepsilon_F-\pi^2\tau^2/(12\varepsilon_F)$. In (1), a lowering of $\mu_e$ must be balanced by a rise of $\ln(N/S)+\varepsilon_F/\tau$, whose derivative with respect to $\ln N$ is $1+W$. To first order,

$$\frac{\delta N}{N}=\frac{\pi^2}{12}\frac{\tau}{\varepsilon_F}\frac1{1+W}.$$

## A donor in a CdTe-like band

Take rough CdTe-like values: electron mass $0.10\,m_e$, gap 1.5 eV and dielectric constant 10. The lattice constant is set to 6.48 Å as a model input. The temperature is 600 K, so $k_BT=0.0517$ eV. The value $h=-0.10$ eV is chosen for the model and belongs to no particular dopant. There is one donor site per Cd atom, $S=1.470\times10^{-2}$ Å$^{-3}$.

With $\hbar^2/(2m)=38.10$ eV Å$^2$,

$$n_*=\frac1{3\pi^2}\left(\frac{1.5\times0.0517}{38.10}\right)^{3/2}\text{ Å}^{-3}=3.10\times10^{-6}\text{ Å}^{-3},$$

$$a_*=\frac{3.10\times10^{-6}}{1.470\times10^{-2}}\,e^{-0.10/0.0517}=3.05\times10^{-5}.$$

At $a=1$, $\ln(a/a_*)=10.40$ and $s=6.93$. The solution of $W+\ln W=s$ is $W=5.27$, giving

$$\varepsilon_F=1.5\times0.0517\times5.27\text{ eV}=0.409\text{ eV},$$

$$N=3.10\times10^{-6}\times5.27^{3/2}\text{ Å}^{-3}=3.75\times10^{-5}\text{ Å}^{-3}=3.75\times10^{19}\text{ cm}^{-3}.$$

Donors occupy 0.26% of the sites, and $W$ is well below $(S/n_*)^{2/3}=282$. The square-root law (5) would give 12.7 times this density. The leading law (3) gives 1.51 times it, so the Lambert function is needed for the magnitude.

The table compares Fermi-Dirac electrons, the cold formula (2) and the square-root law (5), in units of $10^{-6}$ Å$^{-3}$.

| $a$ | Fermi-Dirac | cold | square root |
|---|---:|---:|---:|
| $10^{-10}$ | 0.00478 | 0.0000102 | 0.00478 |
| $10^{-4}$ | 3.62 | 2.64 | 4.78 |
| $10^{-2}$ | 15.5 | 14.7 | 47.8 |
| $1$ | 38.2 | 37.5 | 478 |

From $a=10^{-2}$ to 1, the square-root law predicts a tenfold rise, whereas the Fermi-Dirac density rises by a factor of 2.5. The slope $d\ln N/d\ln a$ falls from 0.500 at $a=10^{-10}$ to 0.156 at $a=1$; equation (4) gives 0.159 at the latter point. The local power is 1.62 with thermal electrons and 1.66 with cold ones. Thermal smearing raises $N$ by 1.7% at $a=1$, as the first-order formula predicts.

The counting argument was also tested by summing the weights for a box sized to hold 20,000 donors according to (2). With explicit plane-wave levels, the mean density was $3.73\times10^{-5}$ Å$^{-3}$, 0.5% below (2). The deviation is a shell effect: for boxes of $10^4$ to $3\times10^4$ donors it scatters between about $-1.0\%$ and $+0.6\%$.

## Changes to the energy balance

At this filling, the band and the interactions modify the result. A two-band estimate replaces the parabola by $E(1+E/E_g)=k^2/(2m)$, with $E_g$ the gap. It lowers the Fermi energy at the density found above from 0.409 to 0.334 eV. If $E\gg E_g$, then $k\propto E$ and $N\propto E^3$, so the three-halves power is a property of the parabolic band.

Exchange lowers the energy of an electron at the Fermi surface. With $\epsilon$ the dielectric constant and $x=k/k_F$, integrating the Coulomb interaction over the filled sphere gives

$$\Delta_x=-\frac{k_F}{\pi\epsilon}\int_0^1x\ln\frac{1+x}{1-x}\,dx=-\frac{k_F}{\pi\epsilon}.$$

The integral is 1: expanding the logarithm turns it into $\sum_{l\ge0}[1/(2l+1)-1/(2l+3)]$.

The electrons also screen each donor. The screened potential $e^{-qr}/(\epsilon r)$ minus the bare one tends to $-q/\epsilon$ at the ion, and linear charging contributes half of this, $-q/(2\epsilon)$ per donor. In the Thomas-Fermi estimate $q^2=(4\pi/\epsilon)\,dN/d\varepsilon_F\propto N^{1/3}$, so $q\propto N^{1/6}$. Differentiating the total $-Nq/(2\epsilon)$ gives a shift of $-7q/(12\epsilon)$ in the balance (1).

The two shifts are $-0.047$ and $-0.042$ eV at the density found above. Acting separately at fixed $a$ and $h$, nonparabolicity, exchange and ion screening multiply $N$ by 1.34, 1.16 and 1.14. Together they give $7.3\times10^{-5}$ Å$^{-3}$, 1.93 times the parabolic result, and a local power of 1.91 with the same $a_*$. These are estimates. Thomas-Fermi screening overstates the ion shift: the Lindhard response, which weakens at short wavelengths, gives $-0.036$ eV and lowers the combined density ratio from 1.93 to 1.89. Other choices raise the ratio: Thomas-Fermi screening with the two-band density of states gives 2.07, and Lindhard screening with the parabolic density of states and a dielectric constant of 7.1 instead of 10 gives 2.26. Electron correlation adds only about $-0.003$ eV. Correlation among the mobile donors is larger, because their repulsion at the mean spacing is about $1.5\,k_BT$ before screening and mixing is then not ideal. A hypernetted-chain estimate for Thomas-Fermi-screened donors gives a further shift of about $-0.025$ eV and raises the combined ratio from 1.93 to about 2.2. Strain is left out.

## Compensation and the real material

The model density is not a prediction for n-type CdTe. One assumption at risk is that every donor supplies a band electron; at a high Fermi level, donors in CdTe can relax into deep DX centres, which the model does not contain. A high Fermi level also favours doubly negative cadmium vacancies, whose density is

$$V=S\exp\left(-\frac{h_V-2\varepsilon_F}{\tau}\right),$$

where $h_V$ is their formation free energy with the Fermi level at the band edge. Neutrality becomes $N=n+2V$, with $n$ the electron density. For a chosen $h_V=1.00$ eV, at the same $a$, $h$ and temperature and with the parabolic band, the Fermi energy falls to 0.350 eV. The electron density falls to 0.79 of its uncompensated value, but the donor density rises to 3.13 times its own, because each donor now pays less for its electron. The filling limit then no longer sets the donor density by itself. Keeping the vacancy charge near or below 10% of the electron charge requires $h_V$ of about 1.27 eV or more in this example. The estimated donor-vacancy attraction, $-0.50$ eV, is large compared with $k_BT$, so pairing could change these numbers further; it is not included.

For a metal contact, (2) describes the neutral semiconductor away from the junction. Where the contact bends the bands, the local Fermi level relative to the band edge replaces $\varepsilon_F$ in the donor balance, and local neutrality no longer fixes it. If the donors are frozen in on cooling and all stay active, the bulk remains degenerate at 300 K, with $\varepsilon_F/(k_BT)=15.8$ for the parabolic band and 12.9 in the two-band estimate at the same density. The numerical output lists the remaining values.

## Table of computed values

```
Input mass: electron 0.10, hole 0.60 m_e
Input gap 1.50 eV; dielectric constant 10.0
Input lattice constant 6.48 angstrom; T 600 K
Input donor free energy h -0.10 eV; kT 0.05170 eV
hbar^2/(2m) 38.0998 eV angstrom^2
Site density S 1.47006e-02 angstrom^-3
nstar 3.1018e-06 angstrom^-3; Nc 2.2445e-06 angstrom^-3
astar 3.0501e-05; ln(1/astar) 10.3977; s 6.9318
Dilution window upper scale (S/nstar)^(2/3) 282.15
At a=1: Lambert W 5.2698; Fermi energy 0.4087 eV
At a=1: EF/kT 7.905; kF 0.10357 angstrom^-1
Main donor density 3.7524e-05 angstrom^-3 = 3.7524e+19 cm^-3
Occupied site fraction N/S 2.5526e-03
Finite-box donor density 3.7346e-05 angstrom^-3
Leading-log density 5.6609e-05 angstrom^-3; ratio to main 1.509
Square-root-law density 4.7776e-04 angstrom^-3
Square-root-law density / main density 12.732
Densities in angstrom^-3: activity, thermal, cold, square-root
  1e-10  4.7758e-09  1.0166e-11  4.7776e-09
  1e-06  4.6078e-07  8.8412e-08  4.7776e-07
  1e-04  3.6157e-06  2.6420e-06  4.7776e-06
  1e-02  1.5521e-05  1.4718e-05  4.7776e-05
  1e-01  2.5598e-05  2.4893e-05  1.5108e-04
  1e+00  3.8159e-05  3.7524e-05  4.7776e-04
Thermal d ln N/d ln a: at 1e-10 0.4998; at 1 0.1562
Cold slope 1/(1+W) at a=1 0.1595
Power in ln(a/astar): thermal 1.6237, cold 1.6584
Formal ln(a/astar)=10: N/leading 0.65884
Formal ln(a/astar)=100: N/leading 0.90841
Formal ln(a/astar)=1000: N/leading 0.98543
Formal ln(a/astar)=10000: N/leading 0.99802
Thermal change of N 1.692 %; estimate 1.659 %
Site-exclusion change of N -0.0407 %
Two-band energy at main N 0.3342 eV; N ratio 1.340
Exchange shift at main N -0.0475 eV; N ratio 1.159
Ion-screening shift at main N -0.0419 eV; N ratio 1.136
Three shifts together: N 7.2585e-05 angstrom^-3; ratio 1.934
Three shifts together: power in ln(a/astar) 1.906
Screening length 20.03 angstrom; hole density 3.06e-21 angstrom^-3
Donor radius 52.92 angstrom; N^(1/3)*radius 1.772
Vacancy energy for 10 % charge estimate 1.2810 eV
At that energy: solved 2V/n 0.0880; N ratio 1.0734
Chosen vacancy energy 1.00 eV; EF 0.3497 eV
Compensated donor density 1.1748e-04 angstrom^-3; ratio 3.131
Compensated electron density 2.9698e-05 angstrom^-3; ratio 0.791
Compensating vacancy density 4.3891e-05 angstrom^-3
Screened donor-vacancy attraction -0.500 eV
With donors frozen in, EF(cold)/kT at 300 K 15.81
```
